# Autodetachment of polyatomic anions from detailed balance

A plasma model that takes the attachment cross section of a gas from one source and guesses the lifetime of its anion independently contains two numbers that nature does not allow to be chosen separately. Put such a model into a closed vessel at one temperature, and it will in general settle at a wrong ratio of anions to electrons. In a working reactor, which is not in equilibrium, the error is harder to see. There the model must decide how many freshly formed anions live long enough to be cooled by a collision, and a single guessed lifetime cannot answer that. In the example below the lifetime falls by a factor of about 180 when the anion's energy rises from 1.02 to 1.30 eV.

The missing link is a formula for the loss rate $k(E)$ of an anion A⁻ with internal energy $E$:

$$k(E)=\frac{2m}{\pi^2\hbar^3\rho_A(E)}\int_0^{E-E_a}\varepsilon\,\sigma(\varepsilon;E-E_a-\varepsilon)\,\rho_N(E-E_a-\varepsilon)\,d\varepsilon .\qquad(1)$$

Here $E$ is counted from the ground level of the anion. The adiabatic electron affinity $E_a>0$ is the energy from there to the ground level of the neutral A plus an electron at rest, zero-point energies included. The electron has mass $m$ and leaves with kinetic energy $\varepsilon$, so the neutral keeps $E_n=E-E_a-\varepsilon$. The densities $\rho_A$ and $\rho_N$ count internal states per unit energy, with electronic and spin degeneracy. The two spin states of the free electron are counted in the prefactor.

The cross section $\sigma(\varepsilon;E_n)$ is for forming the temporary anion, whatever happens to it later. It is averaged over neutral states at $E_n$, over directions and spins, and over an energy interval that holds many anion levels. Electrons that scatter without forming the anion do not count. A measured yield of surviving anions is a different quantity, because it already contains the losses that (1) describes.

## First derivation: one coupling, two directions

Place one molecule and one electron in a box of volume $V$. The centre of mass moves in the same way before and after capture, so its states cancel. The relative motion has the electron mass up to a correction of order $m/M$, with $M$ the molecular mass, which is dropped.

Let a weak coupling $H'$ connect the states "neutral plus free electron" with the anion states. Write $\overline{|M|^2}$ for its squared matrix element, averaged over the anion states near $E$ and over the neutral states, directions and spins at given $E_n$ and $\varepsilon$. Combinations forbidden by spin enter this average as zeros.

The golden rule gives the capture rate out of one state of the pair:

$$w=\frac{2\pi}{\hbar}\,\overline{|M|^2}\,\rho_A(E).$$

The same rate follows from the definition of a cross section. One electron of speed $v$ in the box carries the flux $v/V$, so $w=\sigma v/V$. Equating the two expressions gives

$$\frac{2\pi}{\hbar}\,\overline{|M|^2}=\frac{\sigma v}{V\rho_A(E)}.\qquad(2)$$

For the reverse process the free-electron states must be counted. There are $2V\cdot4\pi p^2dp/h^3$ of them between $p$ and $p+dp$, the factor 2 being spin. Since $d\varepsilon=v\,dp$, their number per unit energy is

$$\rho_e(\varepsilon)=\frac{8\pi Vp^2}{h^3v}.\qquad(3)$$

An anion that emits an electron into $d\varepsilon$ can reach $\rho_N\rho_e\,d\varepsilon$ final states per unit total energy. Because $H'$ is Hermitian, $|\langle a|H'|b\rangle|^2=|\langle b|H'|a\rangle|^2$, and the average in the reverse rate is the same one:

$$k(E,\varepsilon)\,d\varepsilon=\frac{2\pi}{\hbar}\,\overline{|M|^2}\,\rho_N(E_n)\,\rho_e(\varepsilon)\,d\varepsilon .$$

Insert (2) and (3). The volume and the speed cancel:

$$k(E,\varepsilon)=\frac{\sigma v}{V\rho_A}\,\rho_N\,\frac{8\pi Vp^2}{h^3v}=\frac{8\pi p^2}{h^3}\,\frac{\sigma\rho_N}{\rho_A}.$$

With $p^2=2m\varepsilon$ and $h^3=8\pi^3\hbar^3$ the factor becomes

$$\frac{8\pi p^2}{h^3}=\frac{16\pi m\varepsilon}{8\pi^3\hbar^3}=\frac{2m\varepsilon}{\pi^2\hbar^3}.\qquad(4)$$

Integration over all electron energies that leave $E_n\ge0$ gives (1). The integrand is the spectrum of emitted electrons.

## Second derivation: equilibrium at every temperature

This route uses no matrix element. Consider a dilute gas of A, A⁻ and electrons in equilibrium at temperature $T$, with $\beta=1/k_BT$. Let $Q_N$ and $Q_A$ be the internal partition functions, each counted from the species' own ground level, and let $\mu_i$ be the chemical potentials. With $\lambda_i$ the thermal wavelength of species $i$, the number densities are

$$n_-=\frac{Q_A}{\lambda_-^{3}}e^{\beta\mu_-},\qquad n_N=\frac{Q_N}{\lambda_N^{3}}e^{\beta(\mu_N-E_a)},\qquad n_e=\frac{2}{\lambda_e^{3}}e^{\beta\mu_e}.$$

The energy zero is the anion's ground level, which is why $E_a$ stands with the neutral. Chemical equilibrium requires $\mu_-=\mu_N+\mu_e$. The heavy masses are equal to order $m/M$, so $\lambda_-=\lambda_N$, and with $\lambda_e^{-3}=(m/2\pi\hbar^2\beta)^{3/2}$

$$\frac{n_Nn_e}{n_-}=2\left(\frac{m}{2\pi\hbar^2\beta}\right)^{3/2}\frac{Q_N}{Q_A}\,e^{-\beta E_a}.$$

Detailed balance says that capture and autodetachment cancel by themselves, without help from other reactions: $n_-k_{det}=n_Nn_ek_{att}$. Hence

$$Q_Ak_{det}=2\left(\frac{m}{2\pi\hbar^2\beta}\right)^{3/2}Q_N\,e^{-\beta E_a}\,k_{att}.\qquad(5)$$

The attachment coefficient is the average of $\sigma v$ over a Boltzmann distribution of neutrals and a Maxwell distribution of electrons. The latter is $f(\varepsilon)=2\pi^{-1/2}\beta^{3/2}\varepsilon^{1/2}e^{-\beta\varepsilon}$, and $v=(2\varepsilon/m)^{1/2}$, so

$$Q_Nk_{att}=2\left(\frac{2}{\pi m}\right)^{1/2}\beta^{3/2}\int_0^\infty\! dE_n\int_0^\infty\! d\varepsilon\;\rho_N(E_n)\,\varepsilon\,\sigma(\varepsilon;E_n)\,e^{-\beta(E_n+\varepsilon)} .$$

When this is put into (5), the powers of $\beta$ cancel. The constants combine to

$$2\cdot2\left(\frac{2}{\pi m}\right)^{1/2}\frac{m^{3/2}}{(2\pi)^{3/2}\hbar^3}=\frac{4\sqrt2\,m}{2\sqrt2\,\pi^2\hbar^3}=\frac{2m}{\pi^2\hbar^3},$$

which is the prefactor of (1). Now replace $E_n$ by the total energy $E=E_a+E_n+\varepsilon$. At fixed $\varepsilon$ this is a shift, so $dE_n=dE$, and $E_n\ge0$ becomes $\varepsilon\le E-E_a$. Equation (5) reads

$$Q_Ak_{det}=\int_{E_a}^\infty\! dE\,e^{-\beta E}\left[\frac{2m}{\pi^2\hbar^3}\int_0^{E-E_a}\!\varepsilon\,\sigma\,\rho_N\,d\varepsilon\right].$$

On the other hand, thermal detachment is the Boltzmann average of $k(E)$:

$$Q_Ak_{det}=\int_{E_a}^\infty\! dE\,e^{-\beta E}\,\rho_A(E)\,k(E).$$

Neither bracket nor $\rho_Ak$ depends on temperature, and the two integrals agree for every $\beta$. They are Laplace transforms, and a Laplace transform determines its function. Therefore $\rho_Ak$ equals the bracket, which is (1).

Equilibrium served here to find a relation between molecular properties. Once found, the relation holds for an isolated anion in a plasma that is far from equilibrium. What may not be carried over is (5) itself, if $k_{att}$ has been averaged over hot electrons and cold molecules.

## What each derivation assumes

The first derivation assumes weak coupling. In return it gives the electron spectrum as well as the total rate, and it needs neither a temperature nor time reversal. The second makes no expansion in the coupling, but it yields the total rate alone. It needs a dilute gas, and it needs temporary anions that live long enough to be counted as a population with a density of states of their own.

The spectrum can be had without weak coupling if microscopic reversibility is added. In a closed box at fixed total energy all states are equally occupied, and the flows between the anion and one group of final states balance:

$$\rho_A\,k(E,\varepsilon)\,d\varepsilon=\rho_N\,\rho_e\,d\varepsilon\,\frac{\sigma v}{V}.$$

With (3) and (4) this is again the integrand of (1).

Both derivations give the mean rate for anions spread evenly over their states at energy $E$. If energy flows among the vibrations faster than electrons leave, and many neutral states are open, the decay is close to $e^{-k(E)t}$. With few open states it is not, even for complete mixing, because the widths of individual anion levels scatter widely. In a random-matrix model of fully mixed levels with one open channel and a capture probability of 0.45, about 30% of an evenly spread ensemble survives at $kt=4$, against 2% for the exponential; with the 28 open states of the example below, all coupled to the same levels, the figures are 2.4% and 1.8%. Slow energy flow acts in the same direction: the states that emit readily are emptied first, and for weak coupling $k(E)$ is then the initial rate alone. Both derivations also treat capture on its own. If a bond can break at the same energy, (1) still gives the electron-loss part, and the dissociation rate must be added to obtain the total decay.

## Three limits

**Capture of s waves.** An s wave can be captured with a cross section of at most $\pi\hbar^2/p^2=\pi\hbar^2/(2m\varepsilon)$. Write $\sigma=P(\varepsilon)\,\pi\hbar^2/(2m\varepsilon)$ with a capture probability $P\le1$. The factor $\varepsilon$ in (1) cancels, and the constants give $1/(\pi\hbar)=2/h$:

$$k(E)=\frac{2}{h\,\rho_A(E)}\int_0^{E-E_a}P(\varepsilon)\,\rho_N(E-E_a-\varepsilon)\,d\varepsilon.\qquad(6)$$

For a singlet neutral and a doublet anion, $\rho_A=2\rho_{vib}$. If also $P=1$, the integral is the number $N_N$ of neutral states up to $E-E_a$, and

$$k(E)=\frac{N_N(E-E_a)}{h\,\rho_{vib}(E)}.$$

This is the usual statistical rate of unimolecular decay. The factor 2 for the free electron has cancelled the spin degeneracy of the anion; keeping one and forgetting the other would change the rate twofold.

**Near threshold.** A polyatomic neutral has discrete levels $E_j$ with degeneracies $g_j$, so $\rho_N=\sum_jg_j\delta(E_n-E_j)$. The integral becomes a sum over the open levels, with $\varepsilon_j=E-E_a-E_j>0$:

$$k(E)=\frac{2m}{\pi^2\hbar^3\rho_A(E)}\sum_jg_j\,\varepsilon_j\,\sigma(\varepsilon_j;E_j).\qquad(7)$$

Just above $E_a$ one level is open. For a neutral without a dipole moment, s-wave capture follows the Wigner law $\sigma\propto\varepsilon^{-1/2}$, and the rate starts as $(E-E_a)^{1/2}$. The law holds only very near threshold: in the example below the local exponent of $k$ is 0.49 at 0.01 meV, 0.41 at 1 meV and 0.04 at 10 meV. A smooth $\rho_N$ would miss this.

**Far above threshold.** When the neutral can keep much more energy than the electron takes, expand $\ln\rho_N$ to first order in $\varepsilon$, with $1/\theta=d\ln\rho_N/dE_n$ at $E_n=E-E_a$. If $\sigma$ depends weakly on $E_n$, then

$$k(E)\approx\frac{2m}{\pi^2\hbar^3}\,\frac{\rho_N(E-E_a)}{\rho_A(E)}\int_0^\infty\varepsilon\,\sigma(\varepsilon)\,e^{-\varepsilon/\theta}\,d\varepsilon .$$

The electrons leave as if evaporated from a body of temperature $\theta/k_B$. That temperature belongs to the neutral left behind, not to the anion.

## A model etch gas

Take a seven-atom halogenated gas in a low-pressure etch reactor, with round model parameters and $E_a=1.00$ eV. The neutral has harmonic modes of 40 meV (three), 60 (three), 80 (five), 100 (one) and 120 (three). The extra electron weakens the bonds, so the anion has softer modes: 30 (three), 40 (three), 50 (five), 80 (one) and 90 (three). The neutral is a singlet and the anion a doublet. Capture is of s waves, independent of the neutral's vibrational state, with

$$P(\varepsilon)=\left(1-e^{-\sqrt{\varepsilon/20\ \mathrm{meV}}}\right)e^{-\varepsilon/60\ \mathrm{meV}} .$$

The first factor has the correct threshold law; the second makes the gas a collector of slow electrons. The restriction to s waves is an assumption about the molecule. A polarization potential with the polarizability used below that absorbs every electron reaching its centre gives a p-wave term $3P_1$ of 0.02 at 20 meV, 0.10 at 60 meV and 0.29 at 120 meV, where the model's $P$ is 0.45, 0.30 and 0.12.

Consider $E=1.12$ eV. All mode energies are multiples of 10 meV, so the anion levels lie on a ladder. Counting the ways to distribute 1.12 eV over the 15 modes, dividing by the 10 meV spacing and doubling for spin gives $\rho_A=2.264\times10^8$ per meV. The neutral may keep up to 120 meV. At 80 meV, for example, it has 11 states: five with one quantum in an 80 meV mode and six with two quanta in the 40 meV modes. The prefactor $2m/\pi^2\hbar^3$ is $4.040\times10^9$ meV⁻² nm⁻² s⁻¹. The open levels contribute as follows.

| $E_j$ (meV) | $g_j$ | $\varepsilon_j$ (meV) | $\sigma$ (nm²) | rate (s⁻¹) |
|---|---|---|---|---|
| 0 | 1 | 120 | 0.123 | 264 |
| 40 | 3 | 80 | 0.341 | 1460 |
| 60 | 3 | 60 | 0.604 | 1940 |
| 80 | 11 | 40 | 1.163 | 9130 |
| 100 | 10 | 20 | 2.711 | 9674 |

The last row, for instance, is

$$\frac{4.040\times10^9\times10\times20\times2.711}{2.264\times10^8}\approx9.67\times10^3\ \mathrm{s^{-1}} .$$

The sum is $k=2.25\times10^4$ s⁻¹, a lifetime of 45 μs. More than four fifths of it comes from the two highest levels, which have the most states and the largest $P$. The electrons are therefore slow, with a mean energy of 37 meV out of the 120 meV available.

The width $\hbar k$, multiplied by the vibrational density $\rho_A/2$, is 1.7; at capture probabilities this large the mean resonance width of fully mixed levels is about 30% greater than $\hbar k$. If all vibrational levels mix with one another, whatever their symmetry, they overlap, although each lives for microseconds. Moreover, $P$ is 0.45 for the slowest electrons in the table, which is not small. The golden rule is thus stretched here, and the example rests on the equilibrium argument and reversibility, with $\sigma$ averaged over many levels.

With the same method the rate is $2.6\times10^3$ s⁻¹ at 1.02 eV, $1.9\times10^4$ at 1.10 eV, $5.3\times10^4$ at 1.16 eV and $4.6\times10^5$ at 1.30 eV. The rise is not steady. Between thresholds the rate falls slowly as $\rho_A$ grows, and each newly opened group of neutral levels lifts it again. At 1.12 eV such a group is just about to open, and at 1.125 eV the rate is already twice as large. Over the whole range the opening of neutral states outweighs the growth of $\rho_A$.

## From one energy to the reactor

Capture prepares a distribution of energies. For electrons of temperature $T_e$ and gas of temperature $T$, the weight of a neutral level $j$ and an electron energy $\varepsilon$ is proportional to $g_je^{-E_j/k_BT}\,\varepsilon\,\sigma(\varepsilon)\,e^{-\varepsilon/k_BT_e}$. With $k_BT_e=3$ eV the last factor is nearly constant where $\sigma$ is large, so the result hardly depends on $T_e$. At 300 K, summing on the 10 meV ladder gives a mean anion energy of 1.15 eV and a mean rate of $1.7\times10^5$ s⁻¹. That exceeds the rate at 1.16 eV, because the energetic tail decays so much faster. The ladder is a slightly coarse grid, since it takes some rates exactly at a threshold. With continuous electron energies the mean rates here and below are about 5% higher, and the surviving and saved fractions change by about one percentage point or less.

Take each energy to decay with its own exponential; their sum is not one. Without collisions, 57% of the anions survive 10 μs, 19% survive 100 μs and 1.2% survive 1 ms. A single exponential with the mean rate would leave 19% after 10 μs. The exponential at each energy is itself an approximation, since level widths scatter and capture favours the broad levels. An estimate with Porter–Thomas width statistics lowers the survival by about one percentage point at 10 μs and three at 100 μs, and the saved fractions below by about half a point or less.

Collisions compete. For a polarizability volume $\alpha=0.006$ nm³ and a reduced mass $\mu=75$ u, the Langevin coefficient $e\sqrt{\pi\alpha/(\varepsilon_0\mu)}$ is $6.6\times10^{-10}$ cm³/s, with $\varepsilon_0$ the vacuum permittivity. At 10 mTorr and 300 K this gives a collision rate $k_c=2.1\times10^5$ s⁻¹. Suppose that one collision removes enough energy to stop detachment. An anion is then saved with probability $k_c/(k_c+k(E))$, and the average over the captured energies is 75%. This is an upper bound, since the anions start on average about 150 meV above threshold. If each collision removes an exponentially distributed energy of mean 100, 50 or 20 meV and none adds energy, the saved fraction is about 67%, 62% or 52%, against 74% for strong collisions, all with continuous electron energies.

At 500 K, with pressure, $T_e$ and $\sigma$ held fixed, the saved fraction drops to 30%. The gas is thinner, so $k_c$ falls to $1.3\times10^5$ s⁻¹, but the larger change is in the molecules: they bring more vibrational energy, and the mean detachment rate rises tenfold to $1.7\times10^6$ s⁻¹.

## How far the model can be trusted

The affinity, the mode energies, the cross section, the pressure and the electron temperature are chosen parameters, and the computed lifetimes are results of the model. The gas temperature is an assumption too, and the step from 300 to 500 K shows how much depends on it. A cross section that changes with vibrational excitation would alter that comparison. An open bond-breaking channel would too: if its rate equalled $k$, it would halve the lifetime.

The affinity matters strongly. Raising $E_a$ and $E$ together by 0.1 eV leaves the sum in (7) unchanged but enlarges $\rho_A$, and the rate at the former 1.12 eV falls to 0.40 of its value. The anion's mode energies matter as much: lowering all of them by 10% multiplies the rate at 1.12 eV by 0.29 and raises the saved fraction at 300 K to about 87%, while raising them by 10% triples the rate and lowers that fraction to about 58%. Anharmonicity has two opposing effects here. Replacing all modes by Morse oscillators with an anharmonicity constant of 0.005, at fixed fundamental energies, enlarges $\rho_A$. It also pulls some neutral levels, which lay exactly at threshold at 120 meV, just below it, so that they open. The net result is a rate lower by about 4%. Rounding the levels to 1 meV would give a tenth instead, because some levels open by less than half a meV and are lost in the rounding. The partial cancellation is an accident of the energy 1.12 eV and should not be expected elsewhere.

Symmetry was ignored. The degeneracies of the modes fit an octahedral molecule, with species $t_{2u}$, $t_{2g}$, $e_g+t_{1u}$, $a_{1g}$ and $t_{1u}$ in order of energy. If neutral and anion are both octahedral with totally symmetric electronic states, an s-wave electron keeps the vibrational species unless coupling to rotation mixes them. Without such mixing each species has at most three open channels at 1.12 eV and its levels do not overlap. About 24% of the anion states cannot emit, the others have rates from $2.3\times10^4$ to $9.4\times10^4$ s⁻¹, and only the mean over all states is still $2.25\times10^4$ s⁻¹. Capture fills the emitting species alone. With one exponential for each energy and species and continuous electron energies, survival at 300 K falls from 56% to 40% at 10 μs and from 18% to 2% at 100 μs, and the saved fraction from 74% to 66%. The figures in the reactor section assume complete mixing.

Rotation was left out. An s-wave electron carries no orbital angular momentum, so the molecule's rotational quantum number is kept. If the rotational constant of the larger anion is 20% smaller, a fifth of the thermal rotational energy $\tfrac32k_BT$ passes into vibration. At 300 K this is 7.8 meV, and the growth of $\rho_A$ lowers the rate by 7%.

Neutralisation by positive ions is slow compared with detachment at 1.12 eV. With a positive-ion density of $10^{10}$ cm⁻³ and a rough neutralisation coefficient of $10^{-7}$ cm³/s, an anion is neutralised at $10^3$ s⁻¹, about 4% of $k$. At 1.02 eV the same loss is 39% of $k$. At 10 mTorr and 300 K this hardly matters, because $k_c$ is about 200 times the neutralisation rate, and a collision nearly always comes first.
